**Strict convexity of the Thomas-Fermi functional and the energy E(N)**

The program examines E[ρ] = C∫ρ^{5/3} − ∫Vρ + D[ρ,ρ], where ρ is the electron density, V the nuclear attraction, D the Coulomb energy and C the Thomas-Fermi kinetic constant. Strict convexity gives at most one minimiser; the minimum energy E(N) is convex and non-increasing in the electron number N, and constant once N reaches the nuclear charge Z. The program asserts that real-space and Fourier evaluations of D agree for a sign-changing, non-spherical density, and that the convexity gap is the sum of its kinetic and Coulomb parts. For Z = 21 it minimises the functional directly over shell charges and compares the energies with solutions of the Thomas-Fermi differential equation, asserting agreement within 0.1 %. It also asserts that the energies are convex in N, that dE/dN = −μ for three ions, where μ is the chemical-potential multiplier, and that two different starts reach the same density for N = 15. The output shows a neutral energy of about −935.3 Ha and 21 bound electrons when 24 are allowed.

## Numerical check

```python
"""Strict convexity of the Thomas-Fermi functional and its consequences.

E[rho] = C int rho^(5/3) - int V rho + D[rho,rho],  C = (3/10)(3 pi^2)^(2/3),
D[f,g] = (1/2) iint f(x) g(y) / |x-y|,  V = Z/r for an atom (Hartree units).
Under test:
  D[f,f] = (1/2) int d^3k/(2 pi)^3 4 pi |f(k)|^2 / k^2 > 0 for f != 0;
  E is strictly convex, with one minimiser among densities with int rho <= N;
  E(N) is convex and non-increasing, constant for N >= Z, with E'(N) = -mu.
The atom is scandium.  Its functional is minimised directly over shell charges
and, independently, the Thomas-Fermi differential equation is solved.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import cho_factor, cho_solve
from scipy.optimize import brentq
from pyscf import gto

Z = 21.0
C = 0.3 * (3 * np.pi**2) ** (2 / 3)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
print(f"Nuclear charge Z = {Z:.0f}; C = {C:.6f} (atomic units)")

# ---- Coulomb energy of a non-spherical, sign-changing density --------------
# Real-space Coulomb integrals of Gaussians against the Fourier integral.
mol = gto.M(atom="H 0 0 0; H 0 0 1.5; H 1.2 0.7 0", unit="Bohr", spin=1,
            basis={"H": [[0, [0.8, 1.0]], [0, [2.5, 1.0]]]}, verbose=0)
coulomb = mol.intor("int2c2e")
weights = np.array([1.0, -0.5, -1.3, 0.8, 0.4, -0.9])
expo = np.array([mol.bas_exp(i)[0] for i in range(mol.nbas)])
centre = np.array([mol.bas_coord(i) for i in range(mol.nbas)])
dist = np.linalg.norm(centre[:, None] - centre[None, :], axis=2)


def angular_mean_square(k):
    """Average of |f(k)|^2 over the directions of k."""
    ft = weights * (2 * expo / np.pi) ** 0.75 * (np.pi / expo) ** 1.5
    ft = ft * np.exp(-k * k / (4 * expo))
    return ft @ np.sinc(k * dist / np.pi) @ ft


d_real = 0.5 * weights @ coulomb @ weights
d_fourier = quad(angular_mean_square, 0, 30, limit=300, epsabs=1e-12)[0] / np.pi
lowest = np.linalg.eigvalsh(coulomb)[0]
assert abs(d_real - d_fourier) < 1e-7 * abs(d_real)
assert d_real > 0 and lowest > 0
print(f"D[f,f], Gaussians, real space    = {d_real:.8f} Ha")
print(f"D[f,f], Gaussians, Fourier space = {d_fourier:.8f} Ha")
print(f"Lowest eigenvalue, Coulomb matrix = {lowest:.5f} Ha")

# A kernel can be non-negative everywhere and still not be of positive type.
points = np.array([0.0, 1.0, 2.0])
signs = np.array([1.0, -1.0, 1.0])
top_hat = (np.abs(points[:, None] - points[None, :]) < 1.5).astype(float)
top_hat_form = signs @ top_hat @ signs
assert top_hat.min() >= 0 and top_hat_form < 0
print(f"Top-hat kernel, charges +1,-1,+1: form = {top_hat_form:.0f}")

# ---- Convexity identity and dilute cloud on a radial grid ------------------
log_r = np.linspace(np.log(1e-7), np.log(1e5), 6000)
r = np.exp(log_r)


def running_integral(values):
    """Integral of values dr from the first grid point to each grid point."""
    return CubicSpline(log_r, values * r).antiderivative()(log_r)


def exponential(number, alpha):
    return number * alpha**3 / (8 * np.pi) * np.exp(-alpha * r)


def kinetic(rho):
    return C * running_integral(4 * np.pi * r**2 * rho ** (5 / 3))[-1]


def radial_energy(rho):
    inside = running_integral(4 * np.pi * r**2 * rho)
    attraction = Z * running_integral(4 * np.pi * r * rho)[-1]
    repulsion = running_integral(4 * np.pi * r * rho * inside)[-1]
    return kinetic(rho) - attraction + repulsion


n0, a0, n1, a1, t = 10.0, 6.0, 18.0, 3.0, 0.3
rho0, rho1 = exponential(n0, a0), exponential(n1, a1)
mixed = (1 - t) * rho0 + t * rho1
gap = ((1 - t) * radial_energy(rho0) + t * radial_energy(rho1)
       - radial_energy(mixed))
kinetic_gap = (1 - t) * kinetic(rho0) + t * kinetic(rho1) - kinetic(mixed)
d_difference = quad(lambda k: (n1 * a1**4 / (a1**2 + k**2) ** 2
                               - n0 * a0**4 / (a0**2 + k**2) ** 2) ** 2,
                    0, np.inf, epsabs=1e-10, limit=300)[0] / np.pi
coulomb_gap = t * (1 - t) * d_difference
assert kinetic_gap > 0 and coulomb_gap > 0
assert abs(gap - kinetic_gap - coulomb_gap) < 1e-5 * gap
print("Exponential densities n a^3 exp(-a r)/(8 pi):")
print(f" n0={n0:.0f}, a0={a0:.0f}; n1={n1:.0f}, a1={a1:.0f} (1/bohr); t={t}")
print(f" convexity gap from the functional = {gap:.5f} Ha")
print(f" kinetic part of the gap           = {kinetic_gap:.5f} Ha")
print(f" t(1-t)D[difference], Fourier      = {coulomb_gap:.5f} Ha")

core = exponential(21.0, 4.0)
core_energy = radial_energy(core)
extra = 3.0
lengths = [10.0, 100.0, 1000.0]
costs = [radial_energy(core + exponential(extra, 1 / L)) - core_energy
         for L in lengths]
assert costs[0] > costs[1] > costs[2] > 0
assert abs(costs[1] / costs[2] - 10) < 0.3
for L, cost in zip(lengths, costs):
    print(f"Cost of {extra:.0f} extra electrons, L={L:.0f} bohr: {cost:.6f} Ha")

# ---- Direct minimisation over shell charges --------------------------------
# In each shell rho is proportional to r^(-3/2); all integrals are exact, so
# every energy is an upper bound.  The last variable is a shell at infinity.
SHELLS = 160
outer = np.geomspace(1e-3, 100.0, SHELLS)
inner = np.concatenate([[0.0], outer[:-1]])
root = np.sqrt(outer) - np.sqrt(inner)
power = outer**1.5 - inner**1.5
inv_r = np.append(3 * root / power, 0.0)
kin = np.append(C * 8 * np.pi * root * (3 / (8 * np.pi * power)) ** (5 / 3), 0.0)
self_term = 3 / power**2 * ((outer**2 - inner**2) / 2 - 2 * inner**1.5 * root)
J = np.minimum.outer(inv_r, inv_r)
J[np.arange(SHELLS), np.arange(SHELLS)] = self_term


def shell_energy(q):
    return kin @ q ** (5 / 3) - Z * inv_r @ q + 0.5 * q @ J @ q


def minimise(number, start_length):
    """Minimum over q >= 0 with total charge `number`, by a log barrier.

    The damped Newton step keeps every charge positive and always converges
    for a convex functional; the final energy is within 2e-9 Ha of the minimum.
    """
    u = outer / start_length
    shape = u**1.5 / (1 + u) ** 2
    q = np.append(0.5 * number * shape / shape.sum(), 0.5 * number)
    tau = 1.0
    while True:
        for _ in range(1000):
            grad = (5 / 3) * kin * q ** (2 / 3) - Z * inv_r + J @ q
            scaled_grad = q * grad - tau
            hess = q[:, None] * J * q[None, :]
            hess[np.diag_indices_from(hess)] += (10 / 9) * kin * q ** (5 / 3) + tau
            factor = cho_factor(hess)
            s1, s2 = cho_solve(factor, scaled_grad), cho_solve(factor, q)
            multiplier = (q @ s1) / (q @ s2)
            step = multiplier * s2 - s1
            size = np.sqrt(max(step @ hess @ step, 0.0) / tau)
            q = q * (1 + (step if size < 0.25 else step / (1 + size)))
            if size < 0.01:
                break
        else:
            raise RuntimeError("barrier minimisation did not converge")
        if tau < 1e-11:
            return q
        tau *= 0.2


# ---- Thomas-Fermi differential equation ------------------------------------
# phi - mu = (Z/r) chi(x), r = b x, chi'' = chi^(3/2)/sqrt(x), with y = sqrt(x).
b = 0.5 * (3 * np.pi / 4) ** (2 / 3) * Z ** (-1 / 3)


def rhs(y, s):
    """chi, dchi/dx, charge, kinetic, attraction and repulsion integrals."""
    chi = max(s[0], 0.0)
    p = chi**1.5
    return [2 * y * s[1], 2 * p, 2 * y * y * p, 2 * p * chi, 2 * p, 2 * p * s[2]]


def reaches_zero(y, s):
    return s[0]


def turns_up(y, s):
    return s[1]


reaches_zero.terminal, reaches_zero.direction = True, -1
turns_up.terminal, turns_up.direction = True, 1


def shoot(slope):
    """(N, energy, edge radius) if chi reaches zero, otherwise None."""
    sol = solve_ivp(rhs, (0, 200), [1.0, -slope, 0, 0, 0, 0], method="DOP853",
                    rtol=1e-11, atol=1e-13, events=[reaches_zero, turns_up])
    if len(sol.t_events[0]) == 0:
        return None
    s = sol.y_events[0][0]
    energy = Z**2 / b * (0.6 * s[3] - s[4] + s[5])
    return Z * s[2], energy, b * sol.t_events[0][0] ** 2


low, high = 1.5, 1.7
for _ in range(46):
    middle = 0.5 * (low + high)
    if shoot(middle) is None:
        low = middle
    else:
        high = middle
neutral = shoot(high)
assert abs(neutral[0] - Z) < 0.05


def ion(number):
    slope = brentq(lambda B: shoot(B)[0] - number, high, 60.0, xtol=1e-13)
    return shoot(slope)


# ---- Scandium: E(N) by both roads ------------------------------------------
numbers = list(range(3, 25, 3))
charges = {n: minimise(float(n), b) for n in numbers}
energies = {n: shell_energy(charges[n]) for n in numbers}
print("Sc: N, E(N) shells [Ha], E(N) diff. eq. [Ha], mu [Ha]")
for n in numbers:
    if n > Z:
        print(f" {n:2d}  {energies[n]:.3f}  (no solution holding N electrons)")
        continue
    n_ode, e_ode, edge = neutral if n == Z else ion(n)
    mu = (Z - n_ode) / edge
    assert 0 < energies[n] - e_ode < 1e-3 * abs(e_ode)
    print(f" {n:2d}  {energies[n]:.3f}  {e_ode:.3f}  {mu:.4f}")
print(f"Neutral Sc, diff. eq.: E = {neutral[1]:.2f} Ha "
      f"= {neutral[1] * HARTREE_EV:.0f} eV")
print(f"Initial slope of neutral chi = {-high:.6f}")

values = np.array([energies[n] for n in numbers])
first = np.diff(values)
second = np.diff(values, 2)
assert np.all(first[:-1] < 0) and abs(first[-1]) < 1e-4
assert np.all(second > 0)
print("E(N+3)-E(N) [Ha], N = 3, 6, ..., 18:")
print(" " + " ".join(f"{v:.3f}" for v in first[:-1]))
print(f"|E(24)-E(21)| = {abs(first[-1]):.1e} Ha")
bound = charges[24][:-1].sum()
assert abs(bound - Z) < 0.01
print(f"Electrons bound when N = 24: {bound:.3f}")

# Slope of E(N) from energies against the chemical potential from the edge.
delta = 0.02
for n in (9, 15, 18):
    plus, centre_ion, minus = ion(n + delta), ion(n), ion(n - delta)
    slope_e = (plus[1] - minus[1]) / (plus[0] - minus[0])
    mu = (Z - centre_ion[0]) / centre_ion[2]
    assert abs(slope_e + mu) < 2e-4 * mu
    print(f"N={n}: dE/dN = {slope_e:.4f} Ha, -mu = {-mu:.4f} Ha, "
          f"edge {centre_ion[2]:.3f} bohr")

# Mixing two minimisers gives a trial density for the intermediate N.
mix_energy = shell_energy(0.5 * (charges[9] + charges[21]))
average = 0.5 * (energies[9] + energies[21])
assert energies[15] < mix_energy < average
print(f"E(15)                      = {energies[15]:.3f} Ha")
print(f"E[(rho_9 + rho_21)/2]      = {mix_energy:.3f} Ha")
print(f"(E(9) + E(21))/2           = {average:.3f} Ha")

# A different starting density must lead to the same minimiser.
other = minimise(15.0, 4 * b)
separation = np.abs(other - charges[15]).sum()
assert separation < 1e-5
print(f"N=15, two starts: int|difference| < 1e-5: {separation < 1e-5}")
print("OK")
```

It prints:

```
Nuclear charge Z = 21; C = 2.871234 (atomic units)
D[f,f], Gaussians, real space    = 2.28655697 Ha
D[f,f], Gaussians, Fourier space = 2.28655697 Ha
Lowest eigenvalue, Coulomb matrix = 0.33599 Ha
Top-hat kernel, charges +1,-1,+1: form = -1
Exponential densities n a^3 exp(-a r)/(8 pi):
 n0=10, a0=6; n1=18, a1=3 (1/bohr); t=0.3
 convexity gap from the functional = 11.36817 Ha
 kinetic part of the gap           = 5.98692 Ha
 t(1-t)D[difference], Fourier      = 5.38125 Ha
Cost of 3 extra electrons, L=10 bohr: 0.150965 Ha
Cost of 3 extra electrons, L=100 bohr: 0.014114 Ha
Cost of 3 extra electrons, L=1000 bohr: 0.001407 Ha
Sc: N, E(N) shells [Ha], E(N) diff. eq. [Ha], mu [Ha]
  3  -685.306  -685.372  62.3718
  6  -813.090  -813.158  28.9703
  9  -877.135  -877.200  15.2876
 12  -910.897  -910.956  7.8927
 15  -927.500  -927.554  3.5502
 18  -934.042  -934.092  1.0634
 21  -935.272  -935.321  0.0000
 24  -935.272  (no solution holding N electrons)
Neutral Sc, diff. eq.: E = -935.32 Ha = -25451 eV
Initial slope of neutral chi = -1.588071
E(N+3)-E(N) [Ha], N = 3, 6, ..., 18:
 -127.784 -64.045 -33.763 -16.602 -6.542 -1.230
|E(24)-E(21)| = 0.0e+00 Ha
Electrons bound when N = 24: 21.000
N=9: dE/dN = -15.2876 Ha, -mu = -15.2876 Ha, edge 0.785 bohr
N=15: dE/dN = -3.5502 Ha, -mu = -3.5502 Ha, edge 1.690 bohr
N=18: dE/dN = -1.0634 Ha, -mu = -1.0634 Ha, edge 2.821 bohr
E(15)                      = -927.500 Ha
E[(rho_9 + rho_21)/2]      = -920.975 Ha
(E(9) + E(21))/2           = -906.203 Ha
N=15, two starts: int|difference| < 1e-5: True
OK
```
